# Why the LO–TO splitting of a polar sheet starts linearly from zero

Take the rule for a bulk polar crystal, in which the longitudinal optical (LO) phonon lies above the transverse one (TO) by a fixed amount as the wavevector goes to zero, and apply it to a single atomic layer. For a layer with the rough parameters of hexagonal boron nitride, used throughout below, the rule gives a splitting of 26 meV at the zone centre if the layer is assigned a thickness of 0.33 nm. The correct limit is zero, and at a wavevector of 0.1 nm⁻¹ the splitting is 2.3 meV. The error also enters first-principles calculations that repeat a sheet periodically with vacuum between the copies: at small enough wavevector the copies act together as a bulk crystal.

## The model and its symmetry

Consider a flat, insulating sheet in vacuum with two atoms per cell of area $A$, a threefold axis normal to the sheet and mirror planes containing that axis. The sheet is also its own mirror plane, so in-plane and out-of-plane motions separate. Let $\mathbf w$ be the displacement of atom 1 relative to atom 2, and $\mathbf E$ the macroscopic in-plane field, averaged over a cell. To second order the energy per cell is

$$U=\tfrac12 K w^2-Ze\,\mathbf w\cdot\mathbf E-\tfrac12 A\alpha E^2 .$$

The coefficients are scalars for a reason. A real $2\times2$ matrix that commutes with a 120° rotation has the form $a\,\mathbb 1+b\,\epsilon$, with $\epsilon$ the 90° rotation. A mirror reverses the sign of $\epsilon$, so $b=0$.

The dipole per area is $\mathbf P=-A^{-1}\partial U/\partial\mathbf E$, and the force on the coordinate $\mathbf w$ is $-\partial U/\partial\mathbf w$:

$$\mathbf P=\frac{Ze}{A}\mathbf w+\alpha\mathbf E,\qquad \mathbf F=-K\mathbf w+Ze\,\mathbf E .$$

Thus the same $Z$ gives the dipole produced by a displacement at zero macroscopic field and the force produced by a field. It is the Born charge, and it includes the electrons that move with the ions. With $\mu=m_1m_2/(m_1+m_2)$ the equation of motion is

$$\mu\ddot{\mathbf w}=-K\mathbf w+Ze\,\mathbf E. \tag{1}$$

At $q=0$, with no macroscopic field, both in-plane directions have $\omega_T^2=K/\mu$. In a sheet of lower symmetry $K$ may be a matrix with two different eigenvalues. Short-range forces then split the modes at the zone centre, and what vanishes is the long-range contribution to the splitting.

At finite $q$ the short-range forces also change. They are analytic in $\mathbf q$, and they give no linear term in $\omega^2$. Such a term would have to be Hermitian and, because the forces are real, would have to turn into its complex conjugate under $\mathbf q\to-\mathbf q$. It would therefore be $i(\mathbf c\cdot\mathbf q)\,\epsilon$ with a fixed in-plane vector $\mathbf c$, which the threefold axis forbids. A coupling to the acoustic modes that is linear in $q$ shifts $\omega^2$ at second order, hence as $q^2$. Any linear splitting must come from $\mathbf E$.

## The field of a polarization wave

Let all quantities vary as $e^{i\mathbf q\cdot\mathbf r-i\omega t}$. The bound charge per area is

$$\sigma=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P=-iqP_L ,$$

where $P_L$ is the component along $\mathbf q$. A transverse wave carries no charge and, while retardation is neglected, makes no macroscopic field.

Outside the sheet the potential obeys Laplace's equation, so $\phi(z)=\phi_0e^{-q|z|}$. Its slope changes across the sheet from $+q\phi_0$ to $-q\phi_0$. Gauss's law sets this change equal to $-\sigma/\varepsilon_0$:

$$-2q\phi_0=-\frac{\sigma}{\varepsilon_0}\quad\Rightarrow\quad \phi_0=\frac{\sigma}{2\varepsilon_0q}.$$

The longitudinal field in the sheet is therefore

$$E_L=-iq\phi_0=\frac{(-iq)(-iq)P_L}{2\varepsilon_0q}=-\frac{q}{2\varepsilon_0}P_L. \tag{2}$$

In a bulk crystal, with $P$ now a dipole per volume, Gauss's law reads $iqE_L=-iqP_L/\varepsilon_0$, so $E_L=-P_L/\varepsilon_0$ at every small $q$.

The comparison gives the cause. In both cases the charge weakens as $q$ when the wave is stretched, because the same polarization varies over a longer distance. In the bulk the potential of a given charge density grows as $1/q^2$, and taking the gradient costs one factor $q$, so the powers cancel. In the sheet the charge occupies one plane while its field spreads into vacuum over a height of about $1/q$. The potential of a given charge grows only as $1/q$, and one power of $q$ survives in the field.

## From the field to the splitting

First set $\alpha=0$. Then $P_L=Zew_L/A$, and equations (1) and (2) give

$$-\mu\omega_L^2w_L=-Kw_L-\frac{q}{2\varepsilon_0}\frac{Z^2e^2}{A}w_L .$$

Division by $-\mu w_L$ yields

$$\omega_L^2=\omega_T^2+Sq,\qquad S=\frac{Z^2e^2}{2\varepsilon_0A\mu}. \tag{3}$$

The restoring field opposes the displacement, so the longitudinal mode is raised.

Now restore the electronic polarizability. With $P_{\rm ion}=Zew_L/A$ and $r=\alpha/(2\varepsilon_0)$, a length, equation (2) becomes

$$E_L=-\frac{q}{2\varepsilon_0}\left(P_{\rm ion}+\alpha E_L\right)
\quad\Rightarrow\quad
E_L=-\frac{q}{2\varepsilon_0}\frac{P_{\rm ion}}{1+rq},$$

and hence

$$\omega_L^2-\omega_T^2=\frac{Sq}{1+rq}. \tag{4}$$

The initial slope does not contain $\alpha$ at fixed $Z$: the electrons respond to a field that itself vanishes as $q$, so their correction is of order $q^2$. In the bulk the field stays finite and the same electrons divide the splitting of $\omega^2$ by the optical permittivity $\varepsilon_\infty$. Since analytic short-range terms also begin at $q^2$, equation (4) is a model beyond its first term, useful when $r$ is the dominant length.

For the frequencies themselves, divide (4) by $\omega_L+\omega_T$. With $x=(\omega_L^2-\omega_T^2)/\omega_T^2$ and $\sqrt{1+x}-1=x/2-x^2/8+\dots$,

$$\omega_L-\omega_T=\frac{Sq}{2\omega_T}\left[1-\left(r+\frac{S}{4\omega_T^2}\right)q+\dots\right]. \tag{5}$$

The LO branch leaves the zone centre as a cone in $|\mathbf q|$.

The slope was tested on a crystal in which equation (2) is not assumed. Point ions of charge $\pm1$ sit on a honeycomb lattice, with lattice constant and Coulomb constant set to 1, masses 1 and 1.3, polarizabilities 0.02 and 0.04, and nearest-neighbour springs. Their dipole fields were summed ion by ion in real space and the vibrations found by diagonalization at $q=0.05$, 0.10 and 0.20. Extrapolated to $q=0$, the slope of $\omega_L^2-\omega_T^2$ is 72.44. The crystal's own Born charge, 2.376, put into $S$ gives 72.48; the bare charge gives 12.84. When $q$ doubles from 0.05 to 0.10, the shift of the transverse $\omega^2$ grows by a factor of 3.99, close to the 4 of a quadratic law.

## Numbers for one sheet

The example takes a lattice constant of 0.25 nm, masses of 11 and 14 u, $Z=2.7$, a TO energy of 170 meV and $r=0.7$ nm. Then

$$A=\tfrac{\sqrt3}{2}(0.25)^2=0.0541\ \text{nm}^2,\qquad
\mu=\frac{11\times14}{25}=6.16\ \text{u},$$

and equation (3) gives $\hbar^2S=0.00827$ eV² nm. The initial slope of the splitting is

$$\frac{\hbar^2S}{2\hbar\omega_T}=\frac{0.00827}{2\times0.170}=0.0243\ \text{eV nm}=24.3\ \text{meV nm},$$

which corresponds to a group velocity of 37 km/s.

At $q=0.1$ nm⁻¹ the linear law predicts 2.43 meV. Equation (4) gives $0.000827/1.07=0.000773$ eV² for the difference of squares, and

$$\sqrt{0.170^2+0.000773}-0.170=0.00226\ \text{eV}.$$

The reduction from 2.43 to 2.26 meV comes mostly from $r$: in equation (5) the other length is $0.00827/(4\times0.170^2)=0.07$ nm. The linear law is 10 % above the model at $q=0.13$ nm⁻¹.

## How the bulk splitting returns

Stack $N$ such sheets at spacing $s$, keeping only the electrostatic coupling of their in-plane dipoles; polarization normal to the sheets is neglected. The potential of sheet $m$ reaches sheet $n$ reduced by $e^{-q|n-m|s}$, so

$$E_n=-\frac{1}{2\varepsilon_0}\sum_m g_{nm}P_m,\qquad g_{nm}=q\,e^{-q|n-m|s}.$$

For an eigenvector of this matrix with eigenvalue $g$, the algebra behind (4) is unchanged except that $g$ replaces $q$:

$$\omega^2-\omega_T^2=\frac{Sg}{1+rg}. \tag{6}$$

If the whole stack is much thinner than $1/q$, every element is close to $q$ and the largest eigenvalue is $Nq$. The splitting still vanishes at $q=0$, with a slope $N$ times larger. In an infinite stack moving in phase, the geometric series gives

$$g=q\left(1+2\sum_{n=1}^{\infty}e^{-nqs}\right)=q\,\frac{1+e^{-qs}}{1-e^{-qs}}=q\coth\frac{qs}{2}\;\to\;\frac2s
\quad(qs\to0).$$

Now the field no longer vanishes. Inserting $g=2/s$ in (6),

$$\omega_L^2-\omega_T^2=\frac{2S}{s\,\varepsilon_\infty},\qquad \varepsilon_\infty=1+\frac{2r}{s},$$

which is the bulk law, including its division by the optical permittivity. With $s=0.33$ nm, $\varepsilon_\infty=5.24$ and the splitting is 26.1 meV. At fixed $q=0.1$ nm⁻¹, diagonalizing $g_{nm}$ gives 2.26 meV for one sheet, 12.9 for ten, 24.5 for a hundred and 26.1 for a thousand. Ten sheets, 3.3 nm thick, reach half of the bulk value, and a hundred, 33 nm thick, reach 94 % of it. The early rise comes from the denominator of (6). The difference of squares is half its bulk value when $g(s+2r)=1+rg$, that is at $g=1/(s+r)=0.97$ nm⁻¹, only 16 % of the bulk $g=2/s$. With $g\approx Nq$ this is about ten sheets, a thickness near $2/[(\varepsilon_\infty+1)q]$. The field factor $g$ itself approaches its bulk value only when the stack is much thicker than $1/q=10$ nm.

A supercell calculation with period $L$ normal to the sheet is this infinite stack with $s$ replaced by $L$. For $q\ll1/L$ it gives a spurious constant $2S/(L+2r)$ in $\omega_L^2-\omega_T^2$. More vacuum lowers the constant but does not remove it; cutting off the Coulomb interaction between the copies does.

## A sheet inside a gate stack

Let the sheet lie between oxides of permittivity $\varepsilon_b$ below and $\varepsilon_t$ above, with an ideal metal gate at height $d$. The potential is $\phi_0e^{qz}$ below and $\phi_0\sinh q(d-z)/\sinh qd$ above, which vanishes at the gate. Gauss's law for the displacement field gives

$$\varepsilon_0q\left(\varepsilon_b+\varepsilon_t\coth qd\right)\phi_0=\sigma .$$

The charge includes the electronic response to $E_L=-iq\phi_0$:

$$\sigma=-iq\left(P_{\rm ion}+\alpha E_L\right)=-iqP_{\rm ion}-\alpha q^2\phi_0 .$$

Collect the terms in $\phi_0$, use $\alpha=2\varepsilon_0r$, and put the resulting $E_L$ into (1):

$$\omega_L^2-\omega_T^2=\frac{2Sq^2}{q(\varepsilon_b+\varepsilon_t\coth qd)+2rq^2}. \tag{7}$$

For vacuum and $d\to\infty$ this is equation (4). With a distant gate and the same oxide on both sides, the slope is divided by the oxide permittivity, because the oxide fills the region through which the field spreads. As $q\to0$ at fixed $d$, $\coth qd\approx1/(qd)$, the term containing it dominates the denominator, and the right side becomes $2Sd\,q^2/\varepsilon_t$. Most of the field energy then lies between the sheet and the gate, over a height $d$ instead of $1/q$, and the linear law turns into a quadratic one.

The relevant permittivity is that at the phonon frequency. For rough hafnium-oxide-like values, optical 4, static 20 and a single oxide phonon at 40 meV,

$$\varepsilon(\omega_T)=4+\frac{(20-4)\,40^2}{40^2-170^2}=3.06 .$$

The large static permittivity that makes the oxide useful in a gate does not screen the much faster phonon of the sheet. In this model the oxide phonon, driven above its own frequency, responds out of phase with the field and lowers the permittivity from 4 to 3.06. With the sheet's parameters held fixed, the permittivity taken at $\omega_T$, the oxide in direct contact with the sheet and $d=5$ nm, the splittings in meV are:

| $q$ (nm⁻¹) | vacuum | oxide | oxide and gate |
|---|---|---|---|
| 0.02 | 0.479 | 0.158 | 0.029 |
| 0.10 | 2.26 | 0.775 | 0.494 |
| 0.50 | 8.78 | 3.53 | 3.51 |

At 0.5 nm⁻¹ the field decays before it reaches the gate, which then hardly matters. At 0.02 nm⁻¹ the gate lowers the splitting by a further factor of about five.

## The light line and other limits

The word "vanishes" refers to the limit taken without retardation. Let $k_0=\omega/c$ and $q>k_0$. Fields outside the sheet then decay with $\kappa=\sqrt{q^2-k_0^2}$. In the Lorenz gauge the potentials at the sheet are $\phi=\sigma/(2\varepsilon_0\kappa)$ and $\mathbf A=\mu_0(-i\omega\mathbf P)/(2\kappa)$. From $\mathbf E=-i\mathbf q\phi+i\omega\mathbf A$ and $\mu_0\omega^2=k_0^2/\varepsilon_0$,

$$E_L=\frac{-q^2+k_0^2}{2\varepsilon_0\kappa}P_L=-\frac{\kappa}{2\varepsilon_0}P_L,\qquad
E_T=\frac{k_0^2}{2\varepsilon_0\kappa}P_T .$$

Without electronic screening, the longitudinal $\omega^2$ rises by $S\kappa$ and the transverse one falls by $Sk_0^2/\kappa$. For $q\gg k_0$, where both may be evaluated at $\omega_T$, the difference is $S(\kappa^2+k_0^2)/\kappa=Sq^2/\kappa$, slightly more than $Sq$. In the example $k_0=8.6\times10^{-4}$ nm⁻¹, and at $q=0.02$ nm⁻¹ the splitting is raised by 0.09 %. Near $k_0$ the field depends on $\kappa$ and no longer on $q$ alone, and below $k_0$ the modes can radiate, so equation (3) no longer applies. At $q=0$ itself the two in-plane directions remain equivalent by symmetry. The linear law for $\omega_L-\omega_T$ therefore holds for $k_0\ll q\ll1/r$, with $q$ also small compared with $4\omega_T^2/S$ and with the inverse lattice constant. The bound $4\omega_T^2/S$ is 14 nm⁻¹ in the example, but it can be the tightest one for a soft mode.

The parameters are rough values for a boron nitride monolayer, not a computed set, and the oxide is reduced to one lossless oscillator. In a device the sheet is not isolated: in the model, at 0.02 nm⁻¹ the oxide and an ideal gate together reduce the splitting from 0.479 to 0.029 meV. The gate is ideal when its permittivity $\varepsilon_m$ at the phonon frequency satisfies $|\varepsilon_m|\tanh qd\gg\varepsilon_t$. A good metal meets this condition, but doped silicon, whose plasma energy is near 0.2 eV at $10^{20}$ cm⁻³, does not. A vacuum gap $b$ between sheet and oxide replaces $\varepsilon$ by $(\varepsilon+\tanh qb)/(1+\varepsilon\tanh qb)$. For $b=0.17$ nm on each side this turns 3.06 into 2.50 at 0.5 nm⁻¹ and raises the splitting there by about 20 %, while at 0.02 nm⁻¹ without the gate it changes the splitting by about 1 %. Two smaller corrections were also sized. Spreading the charge evenly over a thickness of 0.33 nm lowers the unscreened field, averaged over that thickness, by 1.1 % at 0.1 nm⁻¹ and 5.3 % at 0.5 nm⁻¹. A nearest-neighbour model with springs equally stiff in every direction shifts both optical branches by −0.055 meV at 0.5 nm⁻¹ and so leaves the splitting unchanged; springs of unequal radial and tangential stiffness add a $q^2$ term of similarly small size to the splitting. For an assumed linewidth of 1 meV, the isolated sheet's splitting exceeds the width above $q\approx0.042$ nm⁻¹; below that the two lines overlap, although their centres still follow the linear law. At 300 K the thermal occupation of the mode is $1.4\times10^{-3}$; anharmonic shifts are not included, nor are free carriers, which the assumption of an insulating sheet excludes. The numerical output below lists the remaining values.

## Table of computed values

```
LATTICE TESTS (reduced units)
bare charge 1.000, Born charge 2.3763
slope of w_L^2-w_T^2: diagonalized 72.4370
slope from Born charge 72.4849, bare 12.8361
TO shift ratio when q doubles: 3.990
electronic screening slope, lattice/formula: 1.00005
field at height 2, lattice/formula: 1.00017
near-gate splitting ratio when q doubles: 3.960
EXAMPLE INPUTS (rough, boron nitride monolayer regime)
lattice constant 0.25 nm, Born charge 2.7 e
masses 11 and 14 u, TO energy 170 meV
screening length r 0.7 nm, sheet spacing 0.33 nm
oxide eps: optical 4, static 20
oxide phonon 40 meV, gate distance 5 nm
EXAMPLE RESULTS
cell area 0.05413 nm2, reduced mass 6.16 u
hbar^2 S = 0.00827 eV^2 nm
initial slope 24.32 meV nm
group velocity 37.0 km/s
oxide permittivity at the TO energy 3.062
q (1/nm): splitting in meV: linear, isolated, in oxide, gated
 0.02:   0.486   0.479   0.158   0.029
 0.05:   1.216   1.171   0.392   0.155
 0.10:   2.432   2.258   0.775   0.494
 0.20:   4.864   4.215   1.512   1.316
 0.50:  12.161   8.781   3.527   3.506
splitting of N stacked sheets at q = 0.1 1/nm
N =    1: 2.26 meV
N =   10: 12.94 meV
N =  100: 24.46 meV
N = 1000: 26.07 meV
bulk limit 26.11 meV, bulk optical eps 5.24
LIMITS AND NEGLECTED EFFECTS
light-line wavevector 8.62e-04 1/nm
retardation raises splitting at q=0.02 by 0.093 %
thickness 0.33 nm lowers bare field at q=0.1 by 1.09 %
the same at q=0.5: 5.28 %
spring-model dispersion at q=0.5: -0.055 meV
oxide eps change along LO branch to q=0.5: 1.30 %
splitting equals rough 1 meV linewidth at q = 0.0425 1/nm
linear law 10 % too high at q = 0.130 1/nm
thermal occupation at 300 K: 1.40e-03
```
